# Radius of a Circular Nanowire with a 50 meV Subband Separation: a numerical check

```python
# Result under test: a hard-wall circular wire of radius R has its first two
# distinct orbital subbands separated by
#     gap = hbar^2 (j11^2 - j01^2) / (2 m R^2),
# with m the isotropic effective mass and j_ln the nth positive zero of J_l.
# The program finds R for gap = 50 meV and sizes effects the model neglects.
# Internal units: eV, nm, free-electron masses. Silicon inputs are rough.
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, jn_zeros, jv, jvp, kve
from numpy.polynomial import legendre

KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # hbar^2/2m0, eV nm^2
COUL = const.e / (4 * math.pi * const.epsilon_0) * 1e9   # e^2/4 pi eps0, eV nm
mass, target = 0.3, 0.050
barrier, mass_ox = 3.1, 0.5
mass_t, mass_l = 0.19, 0.92
eps_si, eps_ox = 11.7, 3.9
alpha, mobility = 0.5, 200.0
line_density, oxide_nm, temperature = 0.1, 1.0, 300.0
thermal = const.k * temperature / const.e


def bessel_series(order, x):
    return sum((-1)**k * (x / 2)**(2 * k + order)
               / (math.factorial(k) * math.factorial(k + order))
               for k in range(30))


# Zeros from the power series, compared with the library zeros.
j01 = brentq(lambda x: bessel_series(0, x), 2, 3, xtol=1e-13)
j11 = brentq(lambda x: bessel_series(1, x), 3, 4.5, xtol=1e-13)
j02, j21 = jn_zeros(0, 2)[1], jn_zeros(2, 1)[0]
assert abs(j01 - jn_zeros(0, 1)[0]) < 1e-10
assert abs(j11 - jn_zeros(1, 1)[0]) < 1e-10

radius = math.sqrt(KIN * (j11**2 - j01**2) / (mass * target))
scale = KIN / (mass * radius**2)
e01, e11 = scale * j01**2, scale * j11**2

# Quadrature on the unit disk, s = r/R.
nodes, weights = legendre.leggauss(40)
s = (nodes + 1) / 2
ws = weights / 2
angles = np.arange(64) * 2 * math.pi / 64


def ritz(R, mx, my, potential=None, degree=12):
    """Lowest energies on a disk from a two-dimensional polynomial basis."""
    x = np.outer(s, np.cos(angles)).ravel()
    y = np.outer(s, np.sin(angles)).ravel()
    w = np.repeat(ws * s * 2 * math.pi / 64, 64)
    wall = 1 - x**2 - y**2
    val, dx, dy = [], [], []
    for a in range(degree + 1):
        ca = np.eye(degree + 1)[a]
        pa = legendre.legval(x, ca)
        da = legendre.legval(x, legendre.legder(ca))
        for b in range(degree + 1 - a):
            cb = np.eye(degree + 1)[b]
            pb = legendre.legval(y, cb)
            db = legendre.legval(y, legendre.legder(cb))
            val.append(wall * pa * pb)
            dx.append((-2 * x * pa + wall * da) * pb)
            dy.append((-2 * y * pb + wall * db) * pa)
    val, dx, dy = map(np.array, (val, dx, dy))
    overlap = (val * w) @ val.T
    ham = KIN / R**2 * ((dx * w) @ dx.T / mx + (dy * w) @ dy.T / my)
    if potential is not None:
        ham += (val * w * np.repeat(potential, 64)) @ val.T
    return eigh(ham, overlap, eigvals_only=True)[:6]


# Final result, level order and degeneracy without separation of variables.
levels = ritz(radius, mass, mass)
expected = scale * np.array([j01, j11, j11, j21, j21, j02])**2
assert np.allclose(levels, expected, rtol=1e-6, atol=0)
assert abs(levels[1] - levels[0] - target) < 1e-7

# Radius sensitivity: linear estimate against a new diagonalization.
radius_error = 0.1
linear_change = -2 * target * radius_error / radius
wide = ritz(radius + radius_error, mass, mass)
assert abs(wide[1] - wide[0] - target - linear_change) < 1e-4


# Finite barrier: Bessel matching with continuous u and u'/m.
def barrier_level(order, R):
    zero = j01 if order == 0 else j11

    def mismatch(energy):
        q = math.sqrt(mass * energy / KIN)
        kap = math.sqrt(mass_ox * (barrier - energy) / KIN)
        z = kap * R
        slope = -(kve(abs(order - 1), z) + kve(order + 1, z)) / (2 * kve(order, z))
        return (q * jvp(order, q * R) / mass
                - kap * slope * jv(order, q * R) / mass_ox)
    return brentq(mismatch, 1e-6, KIN * zero**2 / (mass * R**2), xtol=1e-13)


def barrier_gap(R):
    return barrier_level(1, R) - barrier_level(0, R)


def barrier_grid(order, R):
    """Same level from a radial finite-volume grid, no Bessel functions."""
    inside = 2000
    h = R / inside
    count = int((R + 2) / h)
    i = np.arange(count)
    r = (i + 0.5) * h
    m = np.where(i < inside, mass, mass_ox)
    pot = np.where(i < inside, 0.0, barrier)
    flux = KIN * i[1:] * h / ((m[1:] + m[:-1]) / 2 * h**2)
    diag = KIN * order**2 / (m * r**2) + pot
    diag[1:] += flux / r[1:]
    diag[:-1] += flux / r[:-1]
    off = -flux / np.sqrt(r[1:] * r[:-1])
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


for order in (0, 1):
    assert abs(barrier_level(order, radius) - barrier_grid(order, radius)) < 5e-5
kappa = math.sqrt(mass_ox * barrier / KIN)
wall_shift = mass_ox / (mass * kappa)
gap_barrier = barrier_gap(radius)
radius_barrier = brentq(lambda R: barrier_gap(R) - target, 3, 6)
assert abs(radius_barrier - (radius - wall_shift)) < 0.03

# Silicon valleys for a [100] wire.
valley4 = ritz(radius, mass_t, mass_l)
valley2 = ritz(radius, mass_t, mass_t)
coarse = ritz(radius, mass_t, mass_l, degree=10)
assert np.max(np.abs(coarse[:3] - valley4[:3])) < 1e-5
ladder = np.sort(np.concatenate([valley4[:3], valley2[:1]]))
gap_valley = ladder[1] - ladder[0]
radius_valley = radius * math.sqrt(gap_valley / target)
check4 = ritz(radius_valley, mass_t, mass_l)
check2 = ritz(radius_valley, mass_t, mass_t)
check = np.sort(np.concatenate([check4[:3], check2[:1]]))
assert abs(check[1] - check[0] - target) < 1e-6


# Nonparabolicity: E(1 + alpha E) equals the parabolic energy.
def nonparabolic(energy):
    return (math.sqrt(1 + 4 * alpha * energy) - 1) / (2 * alpha)


gap_nonpar = nonparabolic(e11) - nonparabolic(e01)


# Electron charge: Gauss's law for the ground-subband density.
def enclosed(t):
    return t**2 * (jv(0, j01 * t)**2 + jv(1, j01 * t)**2) / jv(1, j01)**2


dens0 = 2 * s * jv(0, j01 * s)**2 / jv(1, j01)**2
dens1 = 2 * s * jv(1, j11 * s)**2 / jv(2, j11)**2
assert abs(ws @ dens0 - 1) < 1e-10 and abs(ws @ dens1 - 1) < 1e-10
half = 0.5 * s
half_charge = 0.5 * ws @ (2 * half * jv(0, j01 * half)**2 / jv(1, j01)**2)
assert abs(half_charge - enclosed(0.5)) < 1e-10
charge_scale = 2 * COUL * line_density / eps_si
path = s[:, None] + (1 - s[:, None]) * s[None, :]
hartree = charge_scale * (1 - s) * ((enclosed(path) / path) @ ws)
first_order = ws @ ((dens1 - dens0) * hartree)
charged = ritz(radius, mass, mass, hartree)
gap_charge = charged[1] - charged[0]
assert abs(gap_charge - target - first_order) < 1e-4
field_si = charge_scale / radius * 10          # V/nm to MV/cm
field_ox = field_si * eps_si / eps_ox

# Image energy of a planar silicon/oxide interface, without a metal gate.
image_scale = COUL / (4 * eps_si) * (eps_si - eps_ox) / (eps_si + eps_ox)
imaged = ritz(radius, mass, mass, image_scale / (radius * (1 - s)))
gap_image = imaged[1] - imaged[0]

# Thermal occupation of one isotropic valley, spin included.
subbands = [(scale * z**2, 1 if order == 0 else 2)
            for order in range(7) for z in jn_zeros(order, 2)]
k_axis = np.linspace(0, 3, 3001)


def subband_density(energy, degeneracy, mu):
    f = expit((mu - energy - KIN * k_axis**2 / mass) / thermal)
    return degeneracy * 2 / math.pi * np.trapezoid(f, k_axis) \
        if hasattr(np, 'trapezoid') else degeneracy * 2 / math.pi * np.trapz(f, k_axis)


def total_density(mu):
    return sum(subband_density(e, g, mu) for e, g in subbands)


mu = brentq(lambda v: total_density(v) - line_density, -0.5, 0.5)
share1 = subband_density(e01, 1, mu) / line_density
share2 = subband_density(e11, 2, mu) / line_density
boltzmann = 2 * math.exp(-target / thermal)
dilute = subband_density(e11, 2, -0.3) / subband_density(e01, 1, -0.3)
assert abs(dilute / boltzmann - 1) < 1e-4

tau = mobility * 1e-4 * mass * const.m_e / const.e
broadening = const.hbar / tau / const.e
tunnel = math.exp(-2 * kappa * oxide_nm)


def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("effective mass", mass, "m0")
show("target separation", target * 1e3, "meV")
show("hbar^2/(2 m0)", KIN, "eV nm2", 6)
for order, x in ((0, 2.404), (0, 2.405), (1, 3.831), (1, 3.832)):
    show(f"J{order}({x})", bessel_series(order, x))
show("j01", j01, digits=7)
show("j11", j11, digits=7)
show("j21", j21, digits=6)
show("j02", j02, digits=6)
show("j11^2 - j01^2", j11**2 - j01**2, digits=6)
show("ideal radius", radius, "nm")
show("ideal diameter", 2 * radius, "nm")
show("first subband energy", e01 * 1e3, "meV")
show("second subband energy", e11 * 1e3, "meV")
show("Ritz separation", (levels[1] - levels[0]) * 1e3, "meV", 6)
show("radius error considered", radius_error, "nm")
show("linear separation change", linear_change * 1e3, "meV", 3)
show("barrier (rough)", barrier, "eV")
show("oxide mass (rough)", mass_ox, "m0")
show("oxide decay constant", kappa, "1/nm")
show("outward wall shift d", wall_shift, "nm", 3)
show("separation, finite barrier", gap_barrier * 1e3, "meV")
show("radius for target, finite barrier", radius_barrier, "nm")
show("silicon transverse mass (rough)", mass_t, "m0")
show("silicon longitudinal mass (rough)", mass_l, "m0")
show("four-valley first level", valley4[0] * 1e3, "meV")
show("four-valley second level", valley4[1] * 1e3, "meV")
show("two-valley first level", valley2[0] * 1e3, "meV")
show("two-valley own separation", (valley2[1] - valley2[0]) * 1e3, "meV")
show("lowest gap of valley ladder", gap_valley * 1e3, "meV")
show("radius for target, valley ladder", radius_valley, "nm")
show("nonparabolicity (rough)", alpha, "1/eV")
show("separation, nonparabolic", gap_nonpar * 1e3, "meV")
show("line density", line_density * 1e7, "1/cm")
show("silicon relative permittivity", eps_si)
show("oxide relative permittivity", eps_ox)
show("first-order charge change", first_order * 1e3, "meV", 3)
show("separation with electron charge", gap_charge * 1e3, "meV")
show("separation with planar image", gap_image * 1e3, "meV")
show("wall field in silicon", field_si, "MV/cm", 3)
show("wall field in oxide", field_ox, "MV/cm", 3)
show("temperature", temperature, "K")
show("thermal energy", thermal * 1e3, "meV")
show("Boltzmann ratio second/first", boltzmann, digits=3)
show("first subband electron share", share1 * 100, "%", 3)
show("second subband electron share", share2 * 100, "%", 3)
show("mobility (rough)", mobility, "cm2/Vs")
show("scattering time", tau * 1e15, "fs", 3)
show("broadening hbar/tau", broadening * 1e3, "meV", 3)
show("oxide thickness", oxide_nm, "nm")
show("tunnelling factor exp(-2 kappa t)", tunnel, digits=2)
print("done: every assertion held")
```

Printed output:

```
effective mass: 0.3 m0
target separation: 50 meV
hbar^2/(2 m0): 0.0380998 eV nm2
J0(2.404): 0.0004287
J0(2.405): -9.056e-05
J1(3.831): 0.0002844
J1(3.832): -0.0001184
j01: 2.404826
j11: 3.831706
j21: 5.13562
j02: 5.52008
j11^2 - j01^2: 8.89878
ideal radius: 4.754 nm
ideal diameter: 9.508 nm
first subband energy: 32.49 meV
second subband energy: 82.49 meV
Ritz separation: 50 meV
radius error considered: 0.1 nm
linear separation change: -2.1 meV
barrier (rough): 3.1 eV
oxide mass (rough): 0.5 m0
oxide decay constant: 6.378 1/nm
outward wall shift d: 0.261 nm
separation, finite barrier: 44.88 meV
radius for target, finite barrier: 4.49 nm
silicon transverse mass (rough): 0.19 m0
silicon longitudinal mass (rough): 0.92 m0
four-valley first level: 30.42 meV
four-valley second level: 51.14 meV
two-valley first level: 51.31 meV
two-valley own separation: 78.95 meV
lowest gap of valley ladder: 20.72 meV
radius for target, valley ladder: 3.06 nm
nonparabolicity (rough): 0.5 1/eV
separation, nonparabolic: 47.36 meV
line density: 1e+06 1/cm
silicon relative permittivity: 11.7
oxide relative permittivity: 3.9
first-order charge change: -3.59 meV
separation with electron charge: 46.5 meV
separation with planar image: 52.14 meV
wall field in silicon: 0.0518 MV/cm
wall field in oxide: 0.155 MV/cm
temperature: 300 K
thermal energy: 25.85 meV
Boltzmann ratio second/first: 0.289
first subband electron share: 72.4 %
second subband electron share: 25.1 %
mobility (rough): 200 cm2/Vs
scattering time: 34.1 fs
broadening hbar/tau: 19.3 meV
oxide thickness: 1 nm
tunnelling factor exp(-2 kappa t): 2.9e-06
done: every assertion held
```
